# The Harris-Foulkes functional and its second-order energy error: a numerical check

```python
"""
Result under test: the Harris-Foulkes energy
    E_HF[n_in] = sum f*eps - E_H[n_in] + E_xc[n_in] - int v_xc[n_in]*n_in + E_nn
differs from the self-consistent Kohn-Sham energy E0 only in second order:
    E_HF - E0 = (1/2) d (K chi K - K) d + third order,   d = n_in - n0.
n_in: input density; n0: self-consistent density; eps: levels in the potential
made from n_in; n_out: density of those orbitals; K: Hartree plus xc kernel;
chi: response of non-interacting electrons.  D denotes a density matrix.
System: bent HfO2 molecule, LDA, Gaussian basis.  Internal units: hartree, bohr.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, block_diag
from pyscf import gto, dft, scf

HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
HARTREE_MEV = 1000 * HARTREE_EV
BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9
LDA = 'lda,vwn'


def make_grid(mol, level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    keep = grid.weights != 0
    return grid.coords[keep], grid.weights[keep]


def matrix_power(S, power):
    values, vectors = np.linalg.eigh(S)
    return (vectors * values**power) @ vectors.T


class KohnSham:
    def __init__(self, atoms, basis='def2-svp'):
        has_hf = any(a[0] == 'Hf' for a in atoms)
        ecp = {'Hf': 'def2-svp'} if has_hf else {}
        self.mol = mol = gto.M(atom=atoms, unit='Bohr', basis=basis,
                               ecp=ecp, verbose=0)
        self.S = mol.intor('int1e_ovlp')
        self.h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        if has_hf:
            self.h = self.h + mol.intor('ECPscalar')
        self.eri = mol.intor('int2e', aosym='s8')
        self.enn = mol.energy_nuc()
        self.nocc = mol.nelectron // 2
        self.X = matrix_power(self.S, -0.5)
        coords, self.w = make_grid(mol, 2)
        self.ao = dft.numint.eval_ao(mol, coords, deriv=0)

    def coulomb(self, D):
        return scf.hf.dot_eri_dm(self.eri, D, hermi=1, with_k=False)[0]

    def density(self, D):
        return np.einsum('gi,gi->g', self.ao @ D, self.ao)

    def local_matrix(self, v):
        return self.ao.T @ (self.ao * (self.w * v)[:, None])

    def evaluate(self, D):
        J, n = self.coulomb(D), self.density(D)
        exc, vxc = dft.libxc.eval_xc(LDA, n, spin=0, deriv=1)[:2]
        exc, v = np.ravel(exc), np.ravel(vxc[0])
        return self.h + J + self.local_matrix(v), J, n, exc, v

    def energy(self, D):
        """Kohn-Sham energy of the orbitals that make up D."""
        _, J, n, exc, _ = self.evaluate(D)
        return (np.sum((self.h + 0.5 * J) * D)
                + np.dot(self.w, n * exc) + self.enn)

    def harris(self, D):
        """One diagonalization: E_HF, output D, eigenvalue sum, levels, orbitals."""
        F, J, n, exc, v = self.evaluate(D)
        eps, C = eigh(F, self.S)
        band = 2 * eps[:self.nocc].sum()
        e = (band - 0.5 * np.sum(J * D)
             + np.dot(self.w, n * (exc - v)) + self.enn)
        return e, self.fill(C), band, eps, C

    def kernel(self, D, dD):
        """Matrix of the potential change K*dn, with K taken at density D."""
        fxc = dft.libxc.eval_xc(LDA, self.density(D), spin=0, deriv=2)[2]
        return self.coulomb(dD) + self.local_matrix(
            np.ravel(fxc[0]) * self.density(dD))

    def fill(self, C, shells=None):
        if shells is None:
            return 2 * C[:, :self.nocc] @ C[:, :self.nocc].T
        # spherical atom: shells maps l to (orbitals used, electrons in them)
        mol = self.mol
        l_ao = np.concatenate([
            [mol.bas_angular(b)] * ((2 * mol.bas_angular(b) + 1) * mol.bas_nctr(b))
            for b in range(mol.nbas)])
        weight = np.array([np.sum(C[l_ao == l]**2, axis=0)
                           for l in range(l_ao.max() + 1)])
        l_orb = weight.argmax(axis=0)
        D = np.zeros_like(self.S)
        for l, (count, electrons) in shells.items():
            c = C[:, np.where(l_orb == l)[0][:count]]
            D += electrons / count * c @ c.T
        return D

    def solve(self, D, shells=None, damped=2, tol=1e-7):
        """Self-consistency: a few damped steps, then DIIS extrapolation."""
        focks, errors = [], []
        for step in range(120):
            F = self.evaluate(D)[0]
            FDS = F @ D @ self.S
            err = self.X @ (FDS - FDS.T) @ self.X
            if step > damped and np.abs(err).max() < tol:
                return D
            if step >= damped:
                focks, errors = (focks + [F])[-7:], (errors + [err])[-7:]
                m = len(focks)
                B = -np.ones((m + 1, m + 1))
                B[m, m] = 0
                gram = np.array([[np.sum(a * b) for b in errors] for a in errors])
                B[:m, :m] = gram / gram[-1, -1]
                rhs = np.zeros(m + 1)
                rhs[m] = -1
                coef = np.linalg.solve(B, rhs)[:m]
                F = sum(c * f for c, f in zip(coef, focks))
            new = self.fill(eigh(F, self.S)[1], shells)
            D = new if step >= damped else 0.5 * (D + new)
        raise AssertionError('self-consistency not reached')


BOND_NM, ANGLE_DEG, SHIFT_NM = 0.180, 110.0, 0.005


def hafnia(shift_nm, basis='def2-svp'):
    """HfO2 molecule with Hf moved parallel to the O-O line."""
    half = np.radians(ANGLE_DEG / 2)
    y, z = BOND_NM * np.sin(half) / BOHR_NM, BOND_NM * np.cos(half) / BOHR_NM
    return KohnSham([['Hf', (0, shift_nm / BOHR_NM, 0)],
                     ['O', (0, y, z)], ['O', (0, -y, z)]], basis)


# ---- spherical neutral atoms and the self-consistent molecule ----
hf_atom, o_atom = KohnSham([['Hf', (0, 0, 0)]]), KohnSham([['O', (0, 0, 0)]])
D_hf = hf_atom.solve(np.zeros_like(hf_atom.S),
                     {0: (2, 4), 1: (3, 6), 2: (5, 2)}, damped=8, tol=1e-6)
D_o = o_atom.solve(np.zeros_like(o_atom.S), {0: (2, 4), 1: (3, 4)},
                   damped=8, tol=1e-6)
D_atoms = block_diag(D_hf, D_o, D_o)

ks = hafnia(0.0)
D0 = ks.solve(D_atoms)
E0 = ks.energy(D0)
e_at_sc, _, band0, eps0, C0 = ks.harris(D0)
assert abs(np.sum(D_atoms * ks.S) - ks.mol.nelectron) < 1e-8
assert abs(e_at_sc - E0) < 1e-8          # both functionals agree at n0
delta = D_atoms - D0
moved = 0.5 * np.dot(ks.w, np.abs(ks.density(delta)))

print(f'Hf-O bond {BOND_NM:.3f} nm, O-Hf-O angle {ANGLE_DEG:.0f} deg')
print(f'valence and O core electrons treated: {ks.mol.nelectron}; '
      f'basis functions: {ks.mol.nao}; grid points: {len(ks.w)}')
print(f'self-consistent energy E0 = {E0 * HARTREE_EV:.4f} eV')
print(f'level gap at n0 = {(eps0[ks.nocc]-eps0[ks.nocc-1])*HARTREE_EV:.3f} eV')
print(f'charge displaced, atoms vs n0: {moved:.4f} electrons')

# ---- order of the error along n0 + lam*(n_atoms - n0) ----
lams = [1, 1 / 4, 1 / 16, 1 / 64, 1 / 256]
errs, bands = [], []
print('lam | E_HF-E0 (meV) | power | eigenvalue-sum error (meV) | power '
      '| E_KS[n_out]-E0 (meV) | gap (eV)')
for lam in lams:
    D_in = D0 + lam * delta
    e, D_out, band, eps, _ = ks.harris(D_in)
    errs.append(e - E0)
    bands.append(band - band0)
    e_out = ks.energy(D_out)
    gap = eps[ks.nocc] - eps[ks.nocc - 1]
    assert gap > 0 and e_out > E0 - 1e-9     # variational bound for E_KS
    p = q = float('nan')
    if len(errs) > 1:
        p = np.log(abs(errs[-2] / errs[-1])) / np.log(4)
        q = np.log(abs(bands[-2] / bands[-1])) / np.log(4)
    print(f'1/{round(1/lam)} | {errs[-1]*HARTREE_MEV:.5f} | {p:.3f} | '
          f'{bands[-1]*HARTREE_MEV:.3f} | {q:.3f} | '
          f'{(e_out-E0)*HARTREE_MEV:.5f} | {gap*HARTREE_EV:.3f}')
assert abs(p - 2) < 0.05 and abs(q - 1) < 0.05

# difference of the two functionals at the smallest lam
residual = D_out - D_in
half_rKr = 0.5 * np.sum(ks.kernel(D_in, residual) * residual)
print(f'lam=1/256: E_KS[n_out]-E_HF = {(e_out-e)*HARTREE_MEV:.6f} meV, '
      f'half residual*K*residual = {half_rKr*HARTREE_MEV:.6f} meV')
assert abs((e_out - e) / half_rKr - 1) < 0.03

# quadratic coefficient from sum-over-states response
dV = ks.kernel(D0, delta)
occ, emp = C0[:, :ks.nocc], C0[:, ks.nocc:]
U = (emp.T @ dV @ occ) / (eps0[None, :ks.nocc] - eps0[ks.nocc:, None])
response = 2 * (emp @ U @ occ.T)
response = response + response.T
bare = -0.5 * np.sum(dV * delta)
screen = 0.5 * np.sum(dV * response)
hartree_part = -0.5 * np.sum(ks.coulomb(delta) * delta)
measured = errs[-1] / lams[-1]**2
print(f'-(1/2) d K d = {bare*HARTREE_EV:.4f} eV '
      f'(Hartree {hartree_part*HARTREE_EV:.4f}, '
      f'xc {(bare-hartree_part)*HARTREE_EV:.4f})')
print(f'(1/2) d K chi K d = {screen*HARTREE_EV:.4f} eV')
print(f'quadratic coefficient: formula {(bare+screen)*HARTREE_EV:.4f} eV, '
      f'from energies {measured*HARTREE_EV:.4f} eV')
assert abs(measured / (bare + screen) - 1) < 0.03

# exact derivative, far from self-consistency
mid, step = D0 + 0.5 * delta, 1e-3
slope_fd = (ks.harris(mid + step * delta)[0]
            - ks.harris(mid - step * delta)[0]) / (2 * step)
slope = np.sum(ks.kernel(mid, delta) * (ks.harris(mid)[1] - mid))
print(f'dE_HF/dlam at lam=1/2: formula {slope*HARTREE_EV:.5f} eV, '
      f'finite difference {slope_fd*HARTREE_EV:.5f} eV')
assert abs(slope_fd / slope - 1) < 1e-3

# ---- polar displacement of Hf ----
S_half = matrix_power(ks.S, 0.5)
carried_errors = []
for shift in (SHIFT_NM / 2, SHIFT_NM):
    moved_ks = hafnia(shift)
    T = moved_ks.X @ S_half
    D_in = T @ D0 @ T.T                      # density carried with the atoms
    D1 = moved_ks.solve(D_in, damped=0)
    E1 = moved_ks.energy(D1)
    e_h, D_out = moved_ks.harris(D_in)[:2]
    e_direct = moved_ks.energy(D_in)
    assert e_direct > E1 - 1e-9
    carried_errors.append(e_h - E1)
    print(f'Hf shift {shift:.4f} nm: self-consistent {(E1-E0)*HARTREE_MEV:.3f}, '
          f'E_HF carried {(e_h-E0)*HARTREE_MEV:.3f}, '
          f'E_KS carried {(e_direct-E0)*HARTREE_MEV:.3f} meV')
ratio = carried_errors[1] / carried_errors[0]
predicted = 0.5 * np.sum(moved_ks.kernel(D1, D_in - D1) * (D_out - D_in))
print(f'carried-density error at full shift {carried_errors[1]*HARTREE_MEV:.4f} '
      f'meV; quadratic formula {predicted*HARTREE_MEV:.4f} meV')
print(f'error ratio, full to half shift: {ratio:.3f}')
print(f'error relative to distortion energy: '
      f'{100*carried_errors[1]/(E1-E0):.2f} percent')
assert abs(ratio - 4) < 0.2
assert abs(carried_errors[1] / predicted - 1) < 0.1
e_atoms_shifted = moved_ks.harris(D_atoms)[0]
print(f'distortion energy from superposed atoms, E_HF: '
      f'{(e_atoms_shifted-E0-errs[0])*HARTREE_MEV:.3f} meV')

# ---- size of what the example neglects, for the full shift ----


def fine_xc(system, D):
    """LDA and PBE xc energies of D on a finer grid."""
    coords, w = make_grid(system.mol, 3)
    ao = dft.numint.eval_ao(system.mol, coords, deriv=1)
    c = ao[0] @ D
    rho = np.array([(1 if k == 0 else 2) * np.einsum('gi,gi->g', c, ao[k])
                    for k in range(4)])
    lda = np.ravel(dft.libxc.eval_xc(LDA, rho[0], spin=0, deriv=1)[0])
    pbe = np.ravel(dft.libxc.eval_xc('pbe,pbe', rho, spin=0, deriv=1)[0])
    return np.dot(w, rho[0] * lda), np.dot(w, rho[0] * pbe)


def coarse_xc(system, D):
    _, _, n, exc, _ = system.evaluate(D)
    return np.dot(system.w, n * exc)


lda_a, pbe_a = fine_xc(ks, D0)
lda_b, pbe_b = fine_xc(moved_ks, D1)
grid_change = (lda_b - lda_a) - (coarse_xc(moved_ks, D1) - coarse_xc(ks, D0))
pbe_change = (pbe_b - pbe_a) - (lda_b - lda_a)

large_energies = []
for small, D_small, shift in ((ks, D0, 0.0), (moved_ks, D1, SHIFT_NM)):
    large = hafnia(shift, 'def2-tzvp')
    cross = gto.intor_cross('int1e_ovlp', large.mol, small.mol)
    P = np.linalg.solve(large.S, cross)
    D_large = large.solve(P @ D_small @ P.T, damped=0, tol=1e-5)
    large_energies.append(large.energy(D_large))
basis_change = large_energies[1] - large_energies[0] - (E1 - E0)

masses = ks.mol.atom_mass_list(isotope_avg=True)
reduced = masses[0] * (masses[1] + masses[2]) / masses.sum() * const.atomic_mass
stiffness = 2 * (E1 - E0) * HARTREE_EV * const.e / (SHIFT_NM * 1e-9)**2
assert stiffness > 0
zero_point = 0.5 * const.hbar * np.sqrt(stiffness / reduced) / const.e * 1000
print(f'change of distortion energy, finer grid: {grid_change*HARTREE_MEV:.3f} meV')
print(f'change, PBE for LDA at LDA density: {pbe_change*HARTREE_MEV:.3f} meV')
print(f'change, def2-TZVP for def2-SVP: {basis_change*HARTREE_MEV:.3f} meV')
print(f'zero-point energy, rigid O pair: {zero_point:.2f} meV')
print(f'thermal energy kT at 300 K: {const.k*300/const.e*1000:.2f} meV')
print('finished without a failed check')
```

Running it gives:

```
Hf-O bond 0.180 nm, O-Hf-O angle 110 deg
valence and O core electrons treated: 28; basis functions: 60; grid points: 37722
self-consistent energy E0 = -5366.1326 eV
level gap at n0 = 1.055 eV
charge displaced, atoms vs n0: 1.2514 electrons
lam | E_HF-E0 (meV) | power | eigenvalue-sum error (meV) | power | E_KS[n_out]-E0 (meV) | gap (eV)
1/1 | -7927.02447 | nan | -115308.087 | nan | 17679.03434 | 6.473
1/4 | -549.60325 | 1.925 | -28023.895 | 1.020 | 1917.63500 | 2.277
1/16 | -34.76195 | 1.991 | -6941.543 | 1.007 | 142.46584 | 1.337
1/64 | -2.16049 | 2.004 | -1731.198 | 1.002 | 9.30881 | 1.123
1/256 | -0.13459 | 2.002 | -432.539 | 1.000 | 0.58824 | 1.072
lam=1/256: E_KS[n_out]-E_HF = 0.722832 meV, half residual*K*residual = 0.723113 meV
-(1/2) d K d = -1.8882 eV (Hartree -3.7152, xc 1.8270)
(1/2) d K chi K d = -6.9192 eV
quadratic coefficient: formula -8.8074 eV, from energies -8.8204 eV
dE_HF/dlam at lam=1/2: formula -8.19693 eV, finite difference -8.19692 eV
Hf shift 0.0025 nm: self-consistent 14.067, E_HF carried 9.966, E_KS carried 91.315 meV
Hf shift 0.0050 nm: self-consistent 56.292, E_HF carried 39.917, E_KS carried 365.635 meV
carried-density error at full shift -16.3755 meV; quadratic formula -16.3669 meV
error ratio, full to half shift: 3.993
error relative to distortion energy: -29.09 percent
distortion energy from superposed atoms, E_HF: 52.875 meV
change of distortion energy, finer grid: -0.381 meV
change, PBE for LDA at LDA density: 0.652 meV
change, def2-TZVP for def2-SVP: -1.510 meV
zero-point energy, rigid O pair: 41.65 meV
thermal energy kT at 300 K: 25.85 meV
finished without a failed check
```
